\section*{Why absolute-value velocity saturation gives wrong distortion in passive MOS mixers}

\section*{Question}

In a passive mixer a MOS transistor works as a switch. The local oscillator drives its gate, and the signal swings the drain--source voltage through zero. A source-referenced compact model, which exchanges source and drain when that voltage changes sign, can fit the current well and still give intermodulation that grows with the wrong power of the signal. Which part of the model is at fault, and how large is the error?

\section*{What symmetry demands at zero bias}

The algebra uses atomic units ($e=\hbar=1$, $4\pi\varepsilon_0=1$); numbers are in eV and angstrom, so a voltage is quoted as the energy $eV$. Terminal potentials are measured from the bulk. Let
\begin{equation}
V_D=V_0+\tfrac12V,\qquad V_S=V_0-\tfrac12V,\qquad P=V_G-V_T-V_0 ,
\end{equation}
with constant threshold $V_T$ (no body effect). $P$ is the overdrive at the midpoint, and $I$ is positive when it enters the drain. For a geometrically symmetric transistor, exchanging the terminals reverses the current. At fixed $V_0$ this means $I(-V)=-I(V)$.

A source-referenced model supplies a formula for $V>0$, say $I=a_1V+a_2V^2+a_3V^3+\dots$, and obtains $V<0$ by exchange:
\begin{equation}
I=-\left(a_1|V|+a_2V^2+a_3|V|^3+\dots\right)=a_1V-a_2V^2+a_3V^3-\dots
\end{equation}
Current and slope are continuous, but $I''(0^\pm)=\pm2a_2$, so
\begin{equation}
I''(0^+)-I''(0^-)=4a_2 .
\label{jump}
\end{equation}
Oddness permits this jump; smoothness forbids it, since the second derivative of a smooth odd function vanishes at zero. This is the content of the Gummel symmetry test. If the test is written with $V_{D,S}=V_0\pm V_x$, then $V=2V_x$ and second derivatives with respect to $V_x$ are four times larger.

Source referencing does not by itself produce $a_2$. For the square law with $\beta=W\mu C/L$ and $V_{GS}-V_T=P+V/2$,
\begin{equation}
I=\beta\left(V_{GS}-V_T-\tfrac12V\right)V=\beta PV\equiv GV ,
\end{equation}
which has no quadratic term. The fault must come from what is added to this core. A threshold that depends on the source potential is one such addition: with $\delta=dV_T/dV_S$, taking $V_T$ at the source adds $\delta V/2$ to the overdrive, so $a_2=\beta\delta/2$ and the jump is $2\beta\delta$, unless the term $\tfrac12V$ carries the matching factor $1+\delta$.

\section*{The term that breaks the test}

Take a gradual channel in strong inversion with drift current only. The electron number per area is $Q=C(V_G-V_T-\phi)$, the field variable is $\mathcal E=d\phi/dx$ from source to drain, and $I=WQv$. Consider the velocity law $v=\mu\mathcal E/(1+|\mathcal E|/E_c)$. For $V>0$, multiplying by the denominator gives
\begin{equation}
I\left(1+\frac{1}{E_c}\frac{d\phi}{dx}\right)=W\mu Q\frac{d\phi}{dx}.
\end{equation}
$I$ is constant along the channel. Integrating over length $L$ gives $I(L+V/E_c)$ on the left. On the right $\int Q\,d\phi=CPV$, because $Q$ is linear in $\phi$ and its average is the midpoint value $CP$. With $V_c=E_cL$, and exchange for $V<0$,
\begin{equation}
I=\frac{GV}{1+|V|/V_c}=GV-\frac{G}{V_c}V|V|+\dots
\label{abs}
\end{equation}
Hence $a_2=-G/V_c$, and by (\ref{jump}) the jump is $-4G/V_c$. The channel integration is sound; the defect was already in the local velocity law.

A source-evaluated mobility factor $1/[1+\theta(V_{GS}-V_T)]$ causes the same kind of fault without any $|V|$ saturation. For $V>0$,
\begin{equation}
I=\frac{\beta PV}{1+\theta P+\theta V/2}
=G_\theta V\left[1-\frac{\theta V}{2(1+\theta P)}+\dots\right],\quad
G_\theta=\frac{G}{1+\theta P},
\end{equation}
so the jump is $-2G_\theta\theta/(1+\theta P)$. Here the reference does matter: the effective field is taken at whichever end is currently called the source.

\section*{Why heating gives a square, not a modulus}

A simple model of hot carriers shows what should replace $|\mathcal E|$. Let the carrier temperature be $T_e$ (in energy units), the lattice temperature $T$, the energy relaxation time $\tau$, and the thermal energy per carrier $T_e$, as for a nondegenerate two-dimensional gas (an approximation at the density used below, where silicon electrons are mildly degenerate). Assume that the mobility falls as $\mu T/T_e$. With $u=T_e/T$, $v=\mu\mathcal E/u$, and the power gained from the field equals the power lost to the lattice:
\begin{equation}
\mathcal E v=\frac{\mu\mathcal E^2}{u}=\frac{T(u-1)}{\tau}
\;\Rightarrow\; u(u-1)=\frac{\mathcal E^2}{E_c^2},\quad E_c^2=\frac{T}{\mu\tau}.
\label{balance}
\end{equation}
The root with $u=1$ at zero field gives
\begin{equation}
v=\frac{2\mu\mathcal E}{1+\sqrt{1+4\mathcal E^2/E_c^2}} .
\end{equation}
At large field $u\to|\mathcal E|/E_c$ and $|v|\to\mu E_c$. This law therefore shares its low-field mobility and its saturation velocity with the modulus law. They differ at intermediate fields too, but the difference that matters here is the approach to zero field. In this mobility model the modulus law would need $u-1=|\mathcal E|/E_c$, a heating linear in the field, whereas the supplied power starts as $\mathcal E^2$. The square follows here from a regular energy balance; for other scattering models, smooth response at zero field is an assumption.

To obtain the terminal current, define $i=I/(W\mu E_cQ)$. Since $v=\mu E_ci$, we have $\mathcal E/E_c=iu$. Equation (\ref{balance}) becomes $u-1=i^2u$, so $u=1/(1-i^2)$ and $\mathcal E=E_c\,i/(1-i^2)$. Then
\begin{equation}
L=\int\frac{d\phi}{\mathcal E}
=\int\left[\frac{W\mu Q}{I}-\frac{I}{W\mu E_c^2Q}\right]d\phi .
\end{equation}
The second integral needs
\begin{equation}
\int\frac{d\phi}{Q}=\frac{\Lambda}{C},\qquad
\Lambda=\ln\frac{P+V/2}{P-V/2}=2\,\mathrm{artanh}\frac{V}{2P}.
\end{equation}
Multiplying by $I/L$ and using $W\mu CE_c^2L=\beta V_c^2$,
\begin{equation}
I+\frac{\Lambda}{\beta V_c^2}I^2=GV .
\end{equation}
The root that tends to $GV$ at small $V$, with $G/\beta=P$, is
\begin{equation}
I=\frac{2GV}{1+\sqrt{1+4PV\Lambda/V_c^2}}
=GV\left(1-\frac{V^2}{V_c^2}+\dots\right),
\label{smooth}
\end{equation}
because $PV\Lambda=V^2+O(V^4)$. Thus $a_2=0$ and the leading nonlinearity is cubic. The result requires $|V|<2P$ and $|i|<1$ throughout the channel. The second condition is the stricter one: as $|V|$ grows, the carriers at the end with the smaller $Q$ reach the saturation velocity before that end pinches off. For the parameters used below this happens at $|V|\approx0.56$ eV, whereas $2P=1.0$ eV.

\section*{From the jump to intermodulation}

Put a resistance $R/2$ at each end and drive the switch in balance, so that $V_0$ stays fixed. Write $I=G[V-d(V)]$, where $d=V|V|/V_c$ or $d=V^3/V_c^2$. The source voltage is $V_s=V+RI$. With $k=1/(1+RG)$ and $V=kV_s+\delta$, first order in $d$ gives
\begin{equation}
(1+RG)\delta=RG\,d(kV_s)\;\Rightarrow\;\delta=kRG\,d(kV_s).
\end{equation}
Since $1-kRG=k$,
\begin{equation}
I=G[kV_s+\delta-d(kV_s)]=kG\left[V_s-d(kV_s)\right].
\label{series}
\end{equation}

Now apply two tones,
\begin{equation}
V_s=A(\cos\omega_1t+\cos\omega_2t)=2A\cos\sigma\cos\eta,\quad
\sigma,\eta=\tfrac12(\omega_1\pm\omega_2)t .
\end{equation}
The third-order intermodulation product (IM3) at $2\omega_1-\omega_2$ has phase $\sigma+3\eta$. Expand $\cos x|\cos x|=\sum_{n\,\mathrm{odd}}b_n\cos nx$, with
\begin{align}
b_1&=\frac4\pi\int_0^{\pi/2}\cos^3x\,dx=\frac{8}{3\pi},\\
b_3&=\frac4\pi\int_0^{\pi/2}(4\cos^5x-3\cos^3x)\,dx
=\frac4\pi\left(\frac{32}{15}-2\right)=\frac{8}{15\pi}.
\end{align}
The modulus term is $4k^2A^2\cos\sigma|\cos\sigma|\cos\eta|\cos\eta|/V_c$. Half of the product $b_1b_3\cos\sigma\cos3\eta$ belongs to $\sigma+3\eta$, so the amplitude is $2k^2A^2b_1b_3/V_c$. For the cubic law, $3\cos^2\omega_1t\cos\omega_2t$ contributes $\frac34\cos(2\omega_1-\omega_2)t$. Relative to the wanted tone $A$ in (\ref{series}),
\begin{equation}
r_{\rm abs}=\frac{128\,k^2A}{45\pi^2V_c},\qquad
r_{\rm smooth}=\frac{3k^3A^2}{4V_c^2},\qquad
\frac{r_{\rm abs}}{r_{\rm smooth}}=\frac{512\,V_c}{135\pi^2kA}.
\label{ratios}
\end{equation}
These are leading laws at small $A$ for balanced drive. If one terminal is held instead, the regular quadratic term of the square-law core acts through $R$ and adds IM3 of the same order as the smooth law. The IM3 current grows as $A^2$ in the modulus model and as $A^3$ in the smooth one, so their ratio diverges as the signal becomes small.

An ideal gate waveform multiplies the on-state current by a function $s(t)$ equal to 0 or 1. Down-conversion by one local-oscillator frequency gives the wanted tone and the IM3 tone the same Fourier coefficient of $s$. The ratios (\ref{ratios}) survive if no other mixing product falls on these frequencies. Finite gate edges, during which $G$ passes through small values, and capacitive currents lie outside this result.

\section*{Numbers for a model switch}

Take round model parameters: $L=4000$, $W=20000$ and insulator thickness $20$ angstrom, relative permittivity 4, $\mu=2000\ e\,\text{angstrom}^2/\hbar$, $T=0.025$ eV, $\tau=200\ \hbar/$eV and $P=0.5$ eV. Then
\begin{align}
E_c&=\sqrt{\frac{0.025}{2000\times200}}=2.5\times10^{-4}\ \text{eV/angstrom},
\quad V_c=4000E_c=1.0\ \text{eV},\\
C&=\frac{4}{4\pi\times20\times14.40}=1.105\times10^{-3}\ e^2/(\text{eV angstrom}^2),\\
\beta&=5\times2000\,C=11.05\ (e^2/\hbar)/\text{eV},\quad
G=0.5\beta=5.526\ e^2/\hbar .
\end{align}
The conductance is 1.345 mS. At $V=0.4$ eV the modulus model gives $\hbar I/e=5.526\times0.4/1.4=1.579$ eV, against 1.926 eV from (\ref{smooth}); the modulus value is 18\% below the smooth one. This relative difference vanishes as $V\to0$, but the second derivative does not heal: it is $-11.05$ on the right and $+11.05$ on the left, a jump of $-22.1\ (e^2/\hbar)/$eV, or $-5.38$ mA/V$^2$. Mobility reduction with $\theta=0.5$ eV$^{-1}$ alone gives a jump of $-3.54\ (e^2/\hbar)/$eV.

Two details affect how the test is read. A central difference centred on $V=0$ returns zero for any odd current and hides the jump; one must look on both sides. If the terminal labelled source is held at $V_0$ and the other is swept, the core becomes $\beta(P-V/2)V$, and the modulus model has
\begin{equation}
I''(0^\pm)=-\beta\mp\frac{2G}{V_c}.
\end{equation}
The term $-\beta$ is genuine and continuous. The computed values are $-22.1$ and $0$; the zero arises because $V_c=2P$ for these parameters. The jump is unchanged. Holding the drain instead turns the regular term into $+\beta$ and again leaves the jump unchanged.

For the mixer, $R=0.05\ \hbar/e^2$ (205 ohm) gives $k=1/(1+0.05\times5.526)=0.7835$. At $A=0.001$ eV, that is 1 mV per tone,
\begin{align}
r_{\rm abs}&=0.2882\times0.7835^2\times10^{-3}=1.77\times10^{-4},\\
r_{\rm smooth}&=0.75\times0.7835^3\times10^{-6}=3.61\times10^{-7}.
\end{align}
In decibels relative to the wanted tone (dBc, $20\log_{10}r$) these are $-75.0$ and $-128.9$. Time-domain simulation of the switched circuit agrees, with an amplitude ratio of 490. At $A=0.1$ eV the two models give $-35.3$ and $-49.0$ dBc: the discrepancy shrinks from 54 to 14 dB as the signal grows. These decibel figures belong to two laws with the same $V_c$; only the powers of $A$ are general. If $G$ and $V_c$ of the modulus law are fitted to (\ref{smooth}) for $|V|\le0.2$ eV, the fitted $V_c$ is about 4.9 eV and the current is matched to 0.6\%; the discrepancy is then 40 dB at $A=0.001$ eV and close to zero at $A=0.1$ eV. Another smooth law with the same mobility and saturation velocity, $v=\mu\mathcal E/\sqrt{1+\mathcal E^2/E_c^2}$, has half the cubic coefficient of (\ref{smooth}) and would turn 54 into 60 dB.

\section*{Is passing the test enough?}

Replace $|V|$ in (\ref{abs}) by $\sqrt{V^2+\varepsilon^2}-\varepsilon$. The jump disappears, but for $|V|\ll\varepsilon$ the replacement is $V^2/(2\varepsilon)$, so
\begin{equation}
I=GV\left(1-\frac{V^2}{2\varepsilon V_c}+\dots\right).
\end{equation}
The cubic coefficient is now set by a smoothing parameter. Compared with (\ref{smooth}) it is wrong by the factor $V_c/(2\varepsilon)$. For $\varepsilon=0.02$ eV this is 25, or 28 dB, and the simulated IM3 at $A=0.001$ eV is $-100.9$ instead of $-128.9$ dBc. At $A=0.1$ eV, where the swing exceeds $\varepsilon$, the patched model gives $-35.5$ dBc, close to the modulus model again.

The choice $\varepsilon=V_c/2$ turns the denominator into
\begin{equation}
1+\frac{\sqrt{V^2+V_c^2/4}-V_c/2}{V_c}
=\frac12\left(1+\sqrt{1+\frac{4V^2}{V_c^2}}\right),
\end{equation}
which is half the denominator of (\ref{smooth}) with $PV\Lambda$ replaced by its leading term $V^2$; the half matches the factor 2 in the numerator there. It has the correct cubic coefficient for this heating model. The symmetry test thus detects a forbidden quadratic term; in this model, with constant threshold, the size of the permitted cubic term has to come from the transport physics. In a real transistor other effects add cubic terms of their own, which can matter in long channels, where $V_c$ is large. Mobility reduction evaluated locally along the channel gives a relative coefficient $-\theta/[12P(1+\theta P)^2]$, or $-0.053$ eV$^{-2}$ for $\theta=0.5$ eV$^{-1}$, against $-1/V_c^2=-1$ eV$^{-2}$ here; the body effect adds a term of opposite sign, below $0.01$ eV$^{-2}$ for this insulator and doping up to $10^{18}$ cm$^{-3}$. The numerical output gives the IM3 levels of all three models at three amplitudes.

\section*{Numbers as computed}
\begin{verbatim}
channel length, width, insulator: 4000, 20000, 20 angstrom
relative permittivity of insulator: 4.0
e^2/(4 pi eps0): 14.3996 eV angstrom
mobility: 2000 e angstrom^2/hbar
temperature kT: 0.025 eV
energy relaxation time: 200 hbar/eV
  the same: 131.6 fs
gate drive V_G-V_T, midpoint V0: 0.70, 0.20 eV
midpoint overdrive P: 0.500 eV
critical field Ec: 2.500e-04 eV/angstrom
Vc = Ec L: 1.0000 eV
saturation velocity: 0.5000 eV angstrom/hbar
capacitance per area: 1.10527e-03 e^2/(eV angstrom^2)
beta: 11.0527 (e^2/hbar)/eV
G: 5.5263 e^2/hbar = 1.3452 mS
hbar I/e at V=0.4 eV, abs: 1.5790 eV
hbar I/e at V=0.4 eV, smooth: 1.9261 eV
I'' right of zero, abs: -11.0526 (e^2/hbar)/eV
I'' left of zero, abs: 11.0526 (e^2/hbar)/eV
jump of I'', abs: -22.1052 (e^2/hbar)/eV
  the same: -5.3807 mA/V^2
jump of I'', smooth: 2.7e-06 (e^2/hbar)/eV
central difference of abs model at zero: 0.0e+00 (e^2/hbar)/eV
theta: 0.50 1/eV; jump from theta alone: -3.5369 (e^2/hbar)/eV
one terminal fixed, I'' right: -22.1052 (e^2/hbar)/eV
one terminal fixed, I'' left: 0.0000 (e^2/hbar)/eV
cubic coefficient / G, smooth: -0.9998 1/eV^2
smoothing epsilon: 0.020 eV
cubic coefficient / G, patched: -24.984 1/eV^2
Fourier coefficients of cos|cos|, n=1, 3: 0.84883, 0.16977
series resistance R: 0.050 hbar/e^2 = 205.4 ohm
divider k = 1/(1+RG): 0.7835
mixer IM3, A=0.001 eV, abs: -75.05 dBc
mixer IM3, A=0.001 eV, smooth: -128.86 dBc
mixer IM3, A=0.001 eV, patched: -100.91 dBc
mixer IM3, A=0.010 eV, abs: -55.07 dBc
mixer IM3, A=0.010 eV, smooth: -88.86 dBc
mixer IM3, A=0.010 eV, patched: -62.07 dBc
mixer IM3, A=0.100 eV, abs: -35.31 dBc
mixer IM3, A=0.100 eV, smooth: -48.98 dBc
mixer IM3, A=0.100 eV, patched: -35.46 dBc
order of IM3 current in A, abs: 1.999
order of IM3 current in A, smooth: 3.000
IM3 abs/smooth at A=0.001 eV, simulated: 490.3
IM3 abs/smooth at A=0.001 eV, leading law: 490.5
\end{verbatim}
